# The attractive delta comb and the sign of its first band

## Problem

An electron of mass $m$ moves in one dimension in a row of equal attractive delta wells,

$$V(x)=-\lambda\sum_{n}\delta(x-na),\qquad \lambda>0,$$

where $a$ is the lattice constant and $n$ runs over all integers. The potential between the wells is the zero of energy. Electrons do not interact. Use the dimensionless quantities

$$P=\frac{m\lambda a}{\hbar^2},\qquad \theta=ka,\qquad E_0=\frac{\hbar^2}{2ma^2},$$

where $k$ is the Bloch wave number. The first band consists of the lowest state at each $k$.

1. Derive the equation that fixes the negative energies at a given $k$, and its counterparts at zero and positive energy.
2. For given $P$ and $k$, how many states have negative energy?
3. For which $P$ does the whole first band lie below zero? Describe the band at the limiting value of $P$ and below it.
4. Find the band edges for weak wells and the form of the band for strong wells.
5. For $a=0.50$ nm and the free-electron mass, find the first band for $\lambda=0.20$ eV nm and for $\lambda=0.45$ eV nm.

## Solution

### 1. The band condition

**The slope at a well.** The Schrödinger equation is $-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi$. Integrate it over a small interval around $x=0$. The wave function is continuous, so the term $E\psi$ contributes nothing as the interval shrinks, and the delta contributes $-\lambda\psi(0)$:

$$-\frac{\hbar^2}{2m}\left[\psi'(0^+)-\psi'(0^-)\right]-\lambda\psi(0)=0 .$$

Since $2m\lambda/\hbar^2=2P/a$,

$$\psi'(0^+)-\psi'(0^-)=-\frac{2P}{a}\,\psi(0). \tag{1}$$

An attractive well bends the wave towards the axis, hence the minus sign.

**Bloch's theorem.** The states can be chosen so that $\psi(x+a)=e^{i\theta}\psi(x)$. Continuity then gives $\psi(a)=e^{i\theta}\psi(0)$, and the slope just left of the origin follows from the slope at the right end of the cell: $\psi'(0^-)=e^{-i\theta}\psi'(a^-)$.

**Negative energy.** Write $E=-\hbar^2\kappa^2/2m=-E_0z^2$ with $z=\kappa a>0$. Inside the cell $0<x<a$ the equation is $\psi''=\kappa^2\psi$, so

$$\psi=A\cosh\kappa x+B\sinh\kappa x .$$

Let $C=\cosh z$ and $S=\sinh z$. Continuity gives $AC+BS=e^{i\theta}A$, or

$$B=\frac{(e^{i\theta}-C)\,A}{S}.$$

If $A$ were zero, $B$ would be zero too, so $A\neq0$. The slopes are $\psi'(0^+)=\kappa B$ and $\psi'(a^-)=\kappa(AS+BC)$. Condition (1) becomes

$$\kappa\left[B(1-e^{-i\theta}C)-e^{-i\theta}AS\right]=-\frac{2P}{a}A .$$

Insert $B$ and divide by $A$. The bracket turns into

$$\frac{(e^{i\theta}-C)(1-e^{-i\theta}C)-e^{-i\theta}S^2}{S}
=\frac{e^{i\theta}-2C+e^{-i\theta}(C^2-S^2)}{S}
=\frac{2\cos\theta-2C}{S},$$

because $C^2-S^2=1$. Multiplying by $aS/(2z)$, with $\kappa a=z$, gives $\cos\theta-C=-PS/z$, that is

$$\boxed{\cosh z-P\,\frac{\sinh z}{z}=\cos\theta\qquad(E=-E_0z^2<0)} \tag{2}$$

**Positive energy.** Here $E=E_0y^2$ with $y=qa>0$, and the cell solutions are $\cos qx$ and $\sin qx$. The replacement $\kappa=iq$ turns $\cosh z$ into $\cos y$ and $\sinh z/z$ into $\sin y/y$, so

$$\cos y-P\,\frac{\sin y}{y}=\cos\theta . \tag{3}$$

The elimination of $B$ divides by $\sin y$, which is allowed for $0<y<\pi$. The point $y=\pi$ is treated separately below.

**Zero energy.** Now $\psi=A+Bx$. Continuity gives $B=(e^{i\theta}-1)A/a$, and (1) gives $B(1-e^{-i\theta})=-2PA/a$. Together,

$$(e^{i\theta}-1)(1-e^{-i\theta})=2\cos\theta-2=-2P,$$

so

$$\cos\theta=1-P. \tag{4}$$

This is also the common limit of (2) and (3) as $z$ or $y$ tends to zero.

The three conditions contain $\theta$ through $\cos\theta$, so it is enough to take $0\le\theta\le\pi$.

### 2. Counting the negative-energy states

In equation (2) $z$ stands both inside and outside the hyperbolic functions, so it is easier to solve for $P$:

$$P=z\,\frac{\cosh z-\cos\theta}{\sinh z}.$$

To see how the right side varies, use $\cos\theta=\cos^2\frac\theta2-\sin^2\frac\theta2$ and $1=\cos^2\frac\theta2+\sin^2\frac\theta2$ to split the numerator:

$$\cosh z-\cos\theta=\sin^2\tfrac\theta2\,(\cosh z+1)+\cos^2\tfrac\theta2\,(\cosh z-1).$$

With $\cosh z+1=2\cosh^2\frac z2$, $\cosh z-1=2\sinh^2\frac z2$ and $\sinh z=2\sinh\frac z2\cosh\frac z2$, this gives

$$P=\sin^2\tfrac\theta2\;z\coth\tfrac z2+\cos^2\tfrac\theta2\;z\tanh\tfrac z2 . \tag{5}$$

Both functions of $z$ on the right increase. For $z\tanh\frac z2$ this is plain, since it is a product of two positive increasing factors. For the other,

$$\frac{d}{dz}\left(z\coth\tfrac z2\right)=\coth\tfrac z2-\frac{z}{2\sinh^2\frac z2}
=\frac{\sinh z-z}{2\sinh^2\frac z2}>0,$$

because $\sinh z>z$ for $z>0$.

As $z\to0$, $z\coth\frac z2\to2$ and $z\tanh\frac z2\to0$. The right side of (5) therefore starts from $2\sin^2\frac\theta2=1-\cos\theta$ and rises without bound. It takes the value $P$ once if $P$ exceeds the starting value, and never otherwise. At each $k$ there is

- one state of negative energy if $P>1-\cos ka$,
- no state of negative energy if $P\le1-\cos ka$.

### 3. When the whole band is negative

The quantity $1-\cos\theta$ is largest at the zone boundary, $\theta=\pi$, where it equals 2. A negative-energy state exists at every $k$ if and only if

$$\boxed{P>2,\qquad\text{that is}\qquad \lambda>\frac{2\hbar^2}{ma}.}$$

When a negative state exists, it is the lowest state at that $k$, since there is just one. It therefore belongs to the first band, and the whole first band lies below zero only for $P>2$.

**Band edges.** Since $\coth\frac z2>\tanh\frac z2$, the right side of (5) grows with $\theta$ at fixed $z$. To keep it equal to $P$, $z$ must fall as $\theta$ grows, so the energy rises from the zone centre to the zone boundary. For $P>2$ the edges follow from (5) at $\theta=0$ and $\theta=\pi$:

$$\text{bottom: } z\tanh\tfrac z2=P,\qquad \text{top: } z\coth\tfrac z2=P. \tag{6}$$

The bottom equation has a solution for every $P>0$. The top equation needs $P>2$, because its left side starts from 2.

**The limiting case $P=2$.** Equation (4) gives $\cos\theta=-1$: the top edge sits at zero energy, and all other states of the band are below it. The edge state consists of straight lines, $\psi=1-2x/a$ for $0<x<a$, with the sign reversed from each cell to the next. In the cell to the left, $\psi(x)=-\psi(x+a)=1+2x/a$. The slope thus changes at the origin from $+2/a$ to $-2/a$, a jump of $-4/a$. With $\psi(0)=1$, condition (1) requires $-4/a=-2P/a$, so $P=2$.

This shows where the threshold comes from. At the zone boundary the wave changes sign between neighbouring wells and must pass through zero midway. A well has to turn the wave through the full zigzag angle merely to reach zero energy, and more strongly to bind this state. At the zone centre no sign change is forced, and any attraction gives a negative energy.

**The case $0<P<2$.** For those $\theta$ with $1-\cos\theta>P$ the lowest state has positive energy. For $0<y<\pi$, solve (3) for $P$ and split the numerator as before:

$$\cos y-\cos\theta=\sin^2\tfrac\theta2\,(1+\cos y)-\cos^2\tfrac\theta2\,(1-\cos y),$$

$$P=\sin^2\tfrac\theta2\;y\cot\tfrac y2-\cos^2\tfrac\theta2\;y\tan\tfrac y2. \tag{7}$$

The derivative of $y\cot\frac y2$ is $(\sin y-y)/(2\sin^2\frac y2)<0$, and $y\tan\frac y2$ increases, so the right side falls steadily. It starts from $1-\cos\theta$. As $y\to\pi$ it tends to $-\infty$ for $\theta<\pi$ and to 0 for $\theta=\pi$. Hence there is one solution if $0<P<1-\cos\theta$ and none if $P\ge1-\cos\theta$.

Combined with part 2 and equation (4), this gives one state at each $\theta$ below the energy $\pi^2E_0$, whatever the value of $P>0$. These states form the first band. The right side of (7) also grows with $\theta$ at fixed $y$, so $y$ and the energy rise towards the zone boundary here too. The top edge for $P<2$ obeys

$$y\cot\tfrac y2=P,\qquad 0<y<\pi. \tag{8}$$

The band crosses zero where (4) holds, at $\theta_0=\arccos(1-P)$. The states are evenly spaced in $k$, so the fraction of the band with negative energy is

$$f=\frac{\arccos(1-P)}{\pi}\qquad(0<P\le2).$$

Half of the states are below zero at $P=1$, and all but the edge state at $P=2$.

**The second band.** At $y=\pi$ the cell solution is $\psi=A\cos\frac{\pi x}a+B\sin\frac{\pi x}a$. Continuity requires $-A=e^{i\theta}A$.

- If $\theta\ne\pi$, then $A=0$. The wave vanishes at the wells, so its slope must be continuous there, which requires $B=-e^{-i\theta}B$ and hence $B=0$. There is no state.
- If $\theta=\pi$, the slopes on the two sides of the well are equal for any $A$ and $B$. Condition (1) then forces $A=0$, and $\sin(\pi x/a)$ remains.

The second band therefore starts at $\pi^2E_0$ for every $P>0$. Its edge state has nodes on all the wells and does not feel them. No band other than the first reaches negative energy.

### 4. Weak and strong wells

**Weak wells, $P\ll1$.** At the bottom $z$ is small and $z\tanh\frac z2\approx z^2/2$, so $z^2\approx2P$ and

$$E_{\text{bottom}}\approx-2PE_0=-\frac{\lambda}{a}.$$

This is the potential averaged over a cell, as expected for a nearly constant wave. At the top put $y=\pi-\delta$. Then $\cot\frac y2=\tan\frac\delta2\approx\frac\delta2$, and (8) gives $\delta\approx2P/\pi$. To first order in $P$,

$$E_{\text{top}}\approx(\pi^2-2\pi\delta)E_0=(\pi^2-4P)E_0 .$$

To the same order, the gap to the second band is $4PE_0=2\lambda/a$, twice the magnitude of the Fourier component $-\lambda/a$ of the potential.

**Strong wells, $P\gg1$.** Now $z$ is large. To first order in $e^{-z}$,

$$\frac{\cosh z-\cos\theta}{\sinh z}=\frac{1-2e^{-z}\cos\theta+e^{-2z}}{1-e^{-2z}}\approx1-2e^{-z}\cos\theta .$$

Hence $z\approx P(1+2e^{-P}\cos\theta)$, where $e^{-z}$ has been replaced by $e^{-P}$ because $z-P$ is itself exponentially small. Squaring to the same order,

$$E\approx-E_0P^2\left(1+4e^{-P}\cos ka\right). \tag{9}$$

The centre, $-E_0P^2=-m\lambda^2/2\hbar^2$, is the bound level of a single delta well. The cosine is the tight-binding form, with width $8P^2e^{-P}E_0$. At $P=8$ this estimate is $0.171757\,E_0$, against $0.171763\,E_0$ from the edge equations (6).

The single-well state decays as $e^{-P|x|/a}$, with decay length $a/P$. The condition $P>2$ thus says that this length is shorter than half the lattice constant.

### 5. Two numerical cases

The strengths are round model values. With $\hbar^2/2m=0.038100$ eV nm² and $a=0.50$ nm,

$$E_0=\frac{0.038100}{0.50^2}\ \text{eV}=0.1524\ \text{eV},\qquad \lambda_c=\frac{2\hbar^2}{ma}=\frac{4\times0.038100}{0.50}\ \text{eV nm}=0.3048\ \text{eV nm}.$$

The two strengths lie on opposite sides of $\lambda_c$.

**Weaker wells, $\lambda=0.20$ eV nm.** Here

$$P=\frac{\lambda a}{2(\hbar^2/2m)}=\frac{0.20\times0.50}{0.0762}=1.312<2 .$$

The bottom edge follows from (6), with $z=1.8199$, and the top edge from (8), with $y=1.9630$:

$$E_{\text{bottom}}=-0.1524\times1.8199^2\ \text{eV}=-0.505\ \text{eV},$$
$$E_{\text{top}}=+0.1524\times1.9630^2\ \text{eV}=+0.587\ \text{eV}.$$

The band straddles zero. It crosses at $ka=\arccos(-0.312)=1.888$, so a fraction $1.888/\pi=0.601$ of its states has negative energy.

**Stronger wells, $\lambda=0.45$ eV nm.** Here $P=0.45\times0.50/0.0762=2.953>2$. Both edges follow from (6), with $z=3.20295$ and $z=2.50815$:

$$E_{\text{bottom}}=-0.1524\times3.20295^2\ \text{eV}=-1.563\ \text{eV},$$
$$E_{\text{top}}=-0.1524\times2.50815^2\ \text{eV}=-0.959\ \text{eV}.$$

The whole band is negative.

| Quantity (eV) | $\lambda=0.20$ eV nm | $\lambda=0.45$ eV nm |
|---|---|---|
| Band width | 1.092 | 0.605 |
| Gap to second band | 0.917 | 2.463 |
| Single-well level | −0.262 | −1.329 |

The second band starts at $\pi^2E_0=1.504$ eV in both cases, so the gap widens because the top of the first band moves down. The single-well level lies inside the band in both cases. This follows from (6): since $\tanh\frac z2<1<\coth\frac z2$, the bottom has $z>P$, and a negative top edge has $z<P$.

A finite-element solution, which starts from the energy functional and uses neither (1) nor the band conditions, gives the same energies at seven values of $k$ for each strength. After extrapolation from meshes of 80 and 160 elements per cell, the largest difference is about $10^{-8}$ eV. In 54 combinations of $P$ and $k$, on both sides of $P=2$, it also finds the number of negative-energy states stated in part 2.

The number 2 belongs to this model and this definition of $P$. A constant added to the potential shifts every band and can change which states count as negative. Wells of finite width do not obey (1), and their threshold has to be found from their own band condition.

## Computed values

```
hbar^2/2m = 0.038100 eV nm^2
lattice constant a = 0.50 nm
energy unit E0 = 0.15240 eV
critical strength lam_c (P = 2) = 0.30480 eV nm
second band bottom pi^2 E0 = 1.50412 eV
--- lam = 0.20 eV nm, P = 1.31234
value of band function at E = 0: 1 - P = -0.31234
bottom edge root z = 1.81990
top edge root y = 1.96299
bottom edge = -0.50475 eV
top edge = 0.58725 eV
band width = 1.09200 eV
gap to second band = 0.91687 eV
fraction of band states below zero = 0.6011
isolated-well energy = -0.26247 eV
finite-element bottom edge = -0.50475 eV
finite-element top edge = 0.58725 eV
--- lam = 0.45 eV nm, P = 2.95277
value of band function at E = 0: 1 - P = -1.95277
bottom edge root z = 3.20295
top edge root z = 2.50815
bottom edge = -1.56345 eV
top edge = -0.95871 eV
band width = 0.60473 eV
gap to second band = 2.46283 eV
fraction of band states below zero = 1.0000
isolated-well energy = -1.32875 eV
finite-element bottom edge = -1.56345 eV
finite-element top edge = -0.95871 eV
--- checks
zero crossing for lam = 0.20 eV nm: ka = 1.88845 rad
largest formula/finite-element difference = 1.2e-08 eV
negative-state counts checked = 54
finite-element top edge at P = 2: |E| < 1e-8 eV is True
P = 8: band width = 0.171763 E0
P = 8: 8 P^2 exp(-P) = 0.171757 E0
```
